# Curvature-Dependent Oxidation of Cylinders Before Viscous Stress Is Included, part 1

(Sections cited here and not found follow in the second part.)

## From oxidant transport to the local growth rates

A process simulation of a rounded trench corner or a pillar has to decide how much of the difference between a curved oxide and a flat one should be assigned to stress. That decision requires the difference which remains when all stress effects are absent. It also requires a choice of what to compare, because the speed at which the crystal is consumed and the rate at which the oxide thickens can respond to curvature in opposite ways. A stress parameter fitted to oxide thickness against a flat reference, with the geometry left out, absorbs a purely geometrical effect.

Consider a long straight cylinder, uniform along its axis. In the convex case a solid crystal core is surrounded by oxide, and the oxidizing gas lies outside. In the concave case the crystal surrounds a cylindrical hole, the oxide lines the wall, and the gas is in the hole. Let $a(t)$ be the radius of the crystal/oxide interface and $b(t)$ the radius of the gas/oxide surface. A sign $\sigma$ distinguishes the shapes: $\sigma=+1$ for convex and $\sigma=-1$ for concave. The oxide thickness is $x=|b-a|$, so

$$
b=a+\sigma x .
$$

The interface always moves into the crystal. Its speed $v$ is taken as positive, and therefore

$$
\dot a=-\sigma v .
$$

A convex core shrinks, while the interface around a hole moves outward.

The oxidant has concentration $C(r,t)$ in the oxide and diffusivity $D$. The reaction at the interface consumes $kC(a)$ molecules per area and time. Transfer from the gas supplies $h[C^*-C(b)]$, where $C^*$ is the concentration in equilibrium with the gas. The constants $k$ and $h$ are speeds. Let $N$ be the number of oxidant molecules bound in a unit volume of oxide, and let $\gamma>1$ be the volume of oxide formed from a unit volume of crystal. All these quantities are taken as constant, independent of stress, position and crystal direction. The oxide is incompressible once formed and flows radially without resistance that could act back on transport or reaction.

Consuming a crystal layer of thickness $v\,dt$ creates an oxide volume $\gamma v\,dt$ per interface area. This oxide contains $N\gamma v\,dt$ bound molecules, so

$$
kC(a)=\gamma N v. \tag{1}
$$

The factor $\gamma$ appears because $N$ refers to a volume of oxide and $v$ to a thickness of crystal.

The new oxide needs more room than the crystal it replaces, and it pushes the older oxide toward the gas. Relative to the interface, oxide leaves with speed $\gamma v$ in the direction $\sigma$. If $u(r)$ is the radial oxide velocity, then $u(a)-\dot a=\sigma\gamma v$, and hence

$$
u(a)=\sigma\gamma v-\sigma v=\sigma(\gamma-1)v .
$$

Incompressible radial flow carries the same volume per unit time through every circle, so $ru(r)$ does not depend on $r$. The gas/oxide surface moves with the oxide, which gives

$$
\dot b=u(b)=\sigma(\gamma-1)v\,\frac ab. \tag{2}
$$

With this motion included, conservation of the dissolved oxidant reads

$$
\frac{\partial C}{\partial t}+u\frac{\partial C}{\partial r}
=\frac Dr\frac{\partial}{\partial r}\left(r\frac{\partial C}{\partial r}\right). \tag{3}
$$

The second term has this simple form because $r^{-1}\partial(ruC)/\partial r=u\,\partial C/\partial r$ when $ru$ is constant in $r$.

The interface condition follows from the flux relative to the moving interface. The flux in the direction of increasing $r$ is $-D\,\partial C/\partial r+uC$. Subtracting $\dot aC$ gives the flux across the interface, and multiplying by $-\sigma$ selects the direction toward the crystal. This must equal the reaction rate:

$$
\sigma D\left.\frac{\partial C}{\partial r}\right|_a-\gamma vC(a)=kC(a).
$$

Equation (1) gives $\gamma v=kC(a)/N$, so

$$
\sigma D\left.\frac{\partial C}{\partial r}\right|_a
=kC(a)\left[1+\frac{C(a)}N\right]. \tag{4}
$$

The second term in the bracket is the dissolved oxidant carried off by the newly formed oxide. At the gas surface the oxide and the boundary move together, so no such term arises:

$$
\sigma D\left.\frac{\partial C}{\partial r}\right|_b=h[C^*-C(b)]. \tag{5}
$$

The approximation $C^*/N\ll1$ now simplifies the problem. The correction in equation (4) is at most $C^*/N$, because the concentration does not exceed $C^*$. The oxide flow carries the amount $ruC$ through a circle, per radian and unit length, with magnitude $(\gamma-1)avC$. The reaction consumes $akC(a)=a\gamma Nv$ in the same units. Their ratio is $[(\gamma-1)/\gamma]C/N$, which is also small. The stored oxidant is of order $C^*$ times the oxide area, whereas the bound oxidant is $N$ times that area. When the concentration profile changes on the time scale of growth, storage is therefore again a correction of order $C^*/N$. This last estimate excludes the short initial diffusion transient, the last moments before a hole closes and the last stage of a vanishing core, where the reaction flux with which storage is compared itself tends to zero.

To leading order, equation (3) becomes $(rC')'=0$, where the prime denotes $d/dr$. Thus $rC'=K$ with constant $K$, and integration from $a$ gives

$$
C(r)=C(a)+K\ln\frac ra .
$$

The leading part of equation (4) is $\sigma DK/a=kC(a)$. Since $1/\sigma=\sigma$,

$$
K=\sigma\frac{ka}{D}C(a).
$$

For both shapes $\sigma\ln(b/a)=|\ln(b/a)|$, and therefore

$$
C(b)=C(a)\left[1+\frac{ka}{D}\left|\ln\frac ba\right|\right]. \tag{6}
$$

At the gas surface the diffusive supply is $\sigma DK/b=kC(a)a/b$. The factor $a/b$ expresses the conservation of total flux through circles of different perimeter. Equation (5) then gives

$$
C(b)=C^*-\frac kh\frac ab\,C(a).
$$

Equating this with equation (6) and collecting the terms in $C(a)$ yields

$$
C(a)=\frac{C^*}{1+\dfrac kh\dfrac ab+\dfrac{ka}{D}\left|\ln\dfrac ba\right|} .
$$

With equation (1), the interface speed is

$$
v=\frac{v_0}{1+\dfrac kh\dfrac ab+\dfrac{ka}{D}\left|\ln\dfrac ba\right|},
\qquad v_0=\frac{kC^*}{\gamma N}. \tag{7}
$$

The three terms in the denominator are the resistances of reaction, surface transfer and diffusion, each measured relative to the reaction resistance. Curvature enters through the last two. Around a convex core the flux converges on a smaller perimeter, which helps the supply. Around a hole it spreads over a larger perimeter, which hinders it.

The thickness follows from the motion of both boundaries:

$$
\frac{dx}{dt}=\sigma(\dot b-\dot a)
=v\left[1+(\gamma-1)\frac ab\right]. \tag{8}
$$

The two terms are the advance into the crystal and the displacement of the gas surface. On a convex core $a/b<1$, so the displaced oxide spreads around a longer perimeter and adds less thickness. In a hole $a/b>1$, and it is crowded onto a shorter one.

Equation (2) also fixes the relation between the radii. Multiplication by $b$ and use of $\sigma v=-\dot a$ gives $b\dot b=-(\gamma-1)a\dot a$. For an initially bare surface, $a=b=a_0$ at $t=0$, and integration gives

$$
b^2=\gamma a_0^2-(\gamma-1)a^2. \tag{9}
$$

This relation holds for both shapes.

To compare the shapes at equal thickness, define

$$
s=\frac{kx}{D},\qquad \eta=\frac kh,\qquad y=\frac{\sigma x}{a}.
$$

The signed curvature $y$ is positive for convex and negative for concave surfaces, and $b=a(1+y)$. Because $a|\ln(b/a)|=\sigma a\ln(1+y)$ and $\sigma a=x/y$, equation (7) becomes

$$
v=\frac{v_0}{1+sL+\eta P},\qquad
L=\frac{\ln(1+y)}y,\qquad P=\frac1{1+y}. \tag{10}
$$

As $y\to0$, both $L$ and $P$ approach one. The planar rates are therefore

$$
v_{\rm pl}=\frac{v_0}{1+s+\eta},\qquad
\left(\frac{dx}{dt}\right)_{\rm pl}
=\gamma v_{\rm pl}=\frac{kC^*/N}{1+s+\eta}. \tag{11}
$$

Integrating the second expression from a bare surface gives $(1+\eta)x+kx^2/(2D)=(kC^*/N)t$, or

$$
\frac{x^2}{2DC^*/N}+\frac{x}{(kC^*/N)/(1+\eta)}=t .
$$

This is the linear-parabolic law, with its parabolic and linear constants in the two denominators.

For $y>0$, the inequality $\ln(1+y)<y$ gives $L<1$, and also $P<1$. For $-1<y<0$, the same inequality divided by the negative number $y$ gives $L>1$, and also $P>1$. At equal thickness the interface speeds are therefore ordered convex, planar, concave, from fastest to slowest, for all positive values of $D$, $k$ and $h$.

The thickness rate contains a further factor. Equation (8) can be written as

$$
\frac{dx}{dt}=\gamma vG,\qquad
G=\frac1\gamma\left[1+\frac{\gamma-1}{1+y}\right]
=\frac{\gamma+y}{\gamma(1+y)}. \tag{12}
$$

For weak curvature, $L=1-y/2+O(y^2)$, $P=1-y+O(y^2)$ and

$$
G=\left(1+\frac y\gamma\right)(1-y)+O(y^2)
=1-\frac{\gamma-1}{\gamma}y+O(y^2).
$$

The denominator in equation (10) is then $1+s+\eta-y(s/2+\eta)$ to first order. Dividing the curved speed by the planar speed gives

$$
\frac v{v_{\rm pl}}=1+c_vy+O(y^2),\qquad
c_v=\frac{s/2+\eta}{1+s+\eta}. \tag{13}
$$

Multiplication by $G$ gives the corresponding thickness-rate ratio,

$$
\frac{dx/dt}{(dx/dt)_{\rm pl}}=1+c_xy+O(y^2),\qquad
c_x=c_v-\frac{\gamma-1}{\gamma}. \tag{14}
$$

The coefficient $c_v$ is positive, but $c_x$ can have either sign. It is positive when $\gamma(s/2+\eta)>(\gamma-1)(1+s+\eta)$. Moving the terms in $\eta$ to the left leaves $\eta$ with coefficient one, and

$$
\eta>\gamma-1+s\left(\frac\gamma2-1\right). \tag{15}
$$

For $\gamma>2$ and fast surface transfer this condition fails at every thickness. Weak convex curvature then slows thickening, although it speeds up the consumption of crystal. For $\gamma<2$ the right side falls with $s$, and diffusion through a sufficiently thick oxide can restore the order convex, planar, concave.

A numerical case shows the size of the effect. Micrometres and hours are the natural units here. Round model parameters are $D=250\ \mu{\rm m}^2/{\rm h}$, $k=2500\ \mu{\rm m}/{\rm h}$, $h=250000\ \mu{\rm m}/{\rm h}$, $C^*/N=0.001$ and $\gamma=2.25$. They give

$$
v_0=\frac{2500\times0.001}{2.25}=1.111\ \mu{\rm m}/{\rm h}.
$$

At $x=0.10\ \mu$m, $s=1$ and $\eta=0.01$. For cylinders with $a=0.50\ \mu$m the gas surface lies at $b=0.60\ \mu$m in the convex case and at $0.40\ \mu$m in the concave case. Since $ka/D=5$, the speeds in $\mu$m/h are

$$
\begin{aligned}
v_{\rm convex}&=\frac{1.111}{1+0.01(0.5/0.6)+5\ln(1.2)}=0.579,\\
v_{\rm planar}&=\frac{1.111}{1+0.01+1}=0.553,\\
v_{\rm concave}&=\frac{1.111}{1+0.01(0.5/0.4)+5\ln(1.25)}=0.522 .
\end{aligned}
$$

The factors $1+1.25a/b$ are 2.042, 2.250 and 2.563. The corresponding thickness rates are 1.182, 1.244 and 1.338 $\mu$m/h. Relative to the planar surface, the convex interface moves 4.7% faster while its oxide thickens 5.0% more slowly. The concave interface moves 5.6% more slowly while its oxide thickens 7.6% faster.

Equations (13) and (14) give $c_v=0.254$ and $c_x=-0.302$. At $y=\pm0.2$ they predict changes of about 5% in speed and 6% in thickness rate. The unequal changes for the two shapes come from the higher orders in $y$. By equation (15), $\eta$ would have to exceed 1.375 at this thickness to reverse the sign of $c_x$; the chosen value is 0.01.

At equal oxide thickness, the stress-free interface moves fastest on a convex core and slowest around a hole, whereas the thickness rate can follow the opposite order, as it does in the example. It remains to treat the thickness rate at finite curvature, the comparison at equal depth and equal time, and the end of growth.
